\section*{Linear Thermal Shift of a Twofold-Degenerate Band Edge}

\section{A shift that follows the square root of temperature}

In a model cell of 512 germanium atoms whose edge lengths fluctuate thermally, the valence edge rises on average by about 8.1 meV at 300 K and 5.7 meV at 150 K. Halving the temperature divides the shift by $\sqrt2$, not by 2. At 300 K, a cell with eight times as many atoms has a shift of 2.8 meV, smaller by $\sqrt8$ rather than by 8. Thermal mean squares are proportional to temperature and inversely proportional to volume here, so this shift follows an rms displacement, not its square. The cause is the degeneracy of the edge.

\section{The mean upper eigenvalue}

Let two states share the energy $E_0$, and let two modes with displacements $Q_1,Q_2$ split them linearly:
\begin{equation}
H=E_0+g(Q_1\sigma_z+Q_2\sigma_x)
=E_0+g\begin{pmatrix}Q_1&Q_2\\Q_2&-Q_1\end{pmatrix}.
\label{eq:H}
\end{equation}
Here $g>0$ is an energy per unit displacement. A negative coupling is covered by reversing both displacements. The displacements are independent Gaussians of zero mean and equal variance $s^2$. The average is static: $H$ is diagonalized at each frozen displacement, and the eigenvalues are then averaged.

The matrix multiplying $g$ has trace zero and determinant $-(Q_1^2+Q_2^2)$, so its eigenvalues are opposite and
\begin{equation}
E_\pm=E_0\pm gr,\qquad r=\sqrt{Q_1^2+Q_2^2}.
\end{equation}
The area element $r\,dr\,d\phi$, integrated over angle, turns the joint density $e^{-r^2/2s^2}/(2\pi s^2)$ into $p(r)=(r/s^2)e^{-r^2/2s^2}$. Since $p(r)=-\frac{d}{dr}e^{-r^2/2s^2}$, integration by parts gives
\begin{align}
\langle r\rangle&=\Big[-r e^{-r^2/2s^2}\Big]_0^\infty
+\int_0^\infty e^{-r^2/2s^2}dr=s\sqrt{\frac{\pi}{2}},\\
\langle r^2\rangle&=\langle Q_1^2\rangle+\langle Q_2^2\rangle=2s^2 .
\end{align}
With the total rms displacement $R=\sqrt2\,s$, the result is
\begin{equation}
\boxed{\langle E_+\rangle-E_0=\sqrt{\frac{\pi}{2}}\,gs
=\frac{\sqrt\pi}{2}\,gR}
\label{eq:main}
\end{equation}
The lower eigenvalue moves by the opposite amount, and the mean of the pair stays at $E_0$. The variance of $E_+$ is $g^2(\langle r^2\rangle-\langle r\rangle^2)=(2-\pi/2)g^2s^2$. Diagonalizing \eqref{eq:H} on a displacement grid gives a mean of $1.25331\,gs$, equal to $\sqrt{\pi/2}\,gs$ to the digits shown, and a standard deviation of $0.6551\,gs$.

\subsection{Consequences for sampling}

The upper eigenvalue is a cone over the displacement plane. Along one mode it is $E_0+g|Q|$, and its second difference at the origin with step $h$ is
\begin{equation}
\frac{g|h|-2\cdot0+g|-h|}{h^2}=\frac{2g}{|h|}.
\end{equation}
This grows without limit as $h\to0$, so a curvature found by finite differences depends on the step. Pairing $Q$ with $-Q$ does not remove the shift, because both have the same $r$.

A single configuration with $|Q_1|=|Q_2|=s$ has the right mean square but gives $\sqrt2\,gs$, which exceeds \eqref{eq:main} by a factor 1.128. In random sampling, the standard deviation relative to the mean is $0.6551/1.2533=0.523$, so a standard error of 1\% of the shift takes about $(0.523/0.01)^2\approx2700$ independent configurations.

\subsection{Thermal width}

For a harmonic mode of mass $m$ and angular frequency $\omega$, the mean potential energy is half the mean total energy:
\begin{equation}
\tfrac12m\omega^2s^2=\tfrac12\hbar\omega\left(\bar n+\tfrac12\right),
\qquad \bar n=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\end{equation}
Because $\bar n+\frac12=\frac12\coth(\hbar\omega/2k_BT)$,
\begin{equation}
s^2=\frac{\hbar}{2m\omega}\coth\frac{\hbar\omega}{2k_BT}.
\label{eq:coth}
\end{equation}

The distribution is Gaussian at any temperature. To see this, mix coherent states $|\alpha\rangle$ with weight $e^{-|\alpha|^2/\bar n}/(\pi\bar n)$. The phase integral removes all elements between different number states, and with $u=|\alpha|^2$ the occupation of level $n$ is
\begin{equation}
\frac1{\bar n}\int_0^\infty\frac{u^n}{n!}e^{-u(1+1/\bar n)}du
=\frac{\bar n^n}{(1+\bar n)^{n+1}},
\end{equation}
which is the thermal occupation. Each coherent state has a Gaussian position density of the same width, and a Gaussian mixture of their centres is again Gaussian.

For $k_BT\gg\hbar\omega$, $\coth x\approx1/x$ gives $s^2\approx k_BT/(m\omega^2)$, and the shift grows as $\sqrt T$. For $k_BT\ll\hbar\omega$, the width tends to its zero-point value $s_0=\sqrt{\hbar/2m\omega}$.

\section{Where the linear law ends}

\subsection{A built-in splitting}

Let a static term already separate the levels by $2S$, with $S\gg gs$. Its effect depends on its matrix. If it is $S\sigma_z$, it adds to one of the modes, and to second order in the displacements
\begin{equation}
\sqrt{(S+gQ_1)^2+g^2Q_2^2}\approx S+gQ_1+\frac{g^2Q_2^2}{2S}.
\end{equation}
The extra mean shift is
\begin{equation}
\frac{(gs)^2}{2S}\qquad(\text{static term }S\sigma_z).
\label{eq:offset}
\end{equation}
The same holds for any combination of $\sigma_z$ and $\sigma_x$, because the modes are equal and the axes can be rotated. If the term is $S\sigma_y$, both modes are perpendicular to it, and
\begin{equation}
\sqrt{S^2+g^2r^2}\approx S+\frac{g^2r^2}{2S}
\quad\Rightarrow\quad\text{extra mean shift }\frac{(gs)^2}{S},
\end{equation}
twice as large. Both are quadratic in the displacement. For $S\sigma_z$ with $S=8gs$, \eqref{eq:offset} gives $0.0625\,gs$, and numerical diagonalization gives $0.0628\,gs$. The linear law needs $S\ll gs$.

\subsection{Moving nuclei}

The static average ignores the motion of the modes. A quantum test is a sudden transition into the doublet from a nondegenerate electronic state that does not couple to the modes, with both oscillators in their ground state. Line energies $E$ are measured from the purely electronic transition energy. In the static picture half the weight lies at $+gr$ and half at $-gr$, so $\langle|E|\rangle=\sqrt{\pi/2}\,gs_0$.

A rotation of the electronic basis turns $\sigma_z,\sigma_x$ into $\sigma_x,\sigma_y$. With $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$, the coupling is
\begin{equation}
g\left[(Q_1+iQ_2)\sigma_-+(Q_1-iQ_2)\sigma_+\right].
\end{equation}
Write $Q_j=s_0(a_j+a_j^\dagger)$ and $a_\pm=(a_1\mp ia_2)/\sqrt2$. Then
\begin{equation}
Q_1+iQ_2=\sqrt2\,s_0(a_+^\dagger+a_-),\quad
Q_1-iQ_2=\sqrt2\,s_0(a_++a_-^\dagger).
\end{equation}
Starting from $|\!\uparrow;n_+=0,n_-=0\rangle$, the coupling reaches just one sequence of states,
\begin{equation}
|\!\uparrow;0,0\rangle,\ |\!\downarrow;1,0\rangle,\
|\!\uparrow;1,1\rangle,\ |\!\downarrow;2,1\rangle,\ |\!\uparrow;2,2\rangle,\ldots
\end{equation}
In units of $\hbar\omega$ and with $k=gs_0/\hbar\omega$, the Hamiltonian is tridiagonal. Its diagonal is $0,1,2,\ldots$, and its off-diagonal elements are $\sqrt2k$ times $\sqrt1,\sqrt1,\sqrt2,\sqrt2,\ldots$. Starting from $|\!\downarrow;0,0\rangle$ exchanges $a_+$ and $a_-$ and gives a separate chain with the same elements, so the line does not depend on which doublet state is reached.

For small $k$, second-order perturbation theory lowers the first level by $(\sqrt2k)^2=2k^2$ and gives the level near $E=\hbar\omega$ a weight $2k^2$. Hence $\langle|E|\rangle\approx4k^2\hbar\omega$, which is quadratic. Diagonalizing the chain gives:
\begin{center}
\begin{tabular}{ccc}
$k$ & $\langle|E|\rangle/\hbar\omega$ & ratio to static law\\
0.02 & 0.00160 & 0.064\\
0.10 & 0.03884 & 0.310\\
0.50 & 0.60267 & 0.962\\
2.00 & 2.44859 & 0.977\\
12.00 & 14.95584 & 0.994
\end{tabular}
\end{center}
At $k=0.5$, the full two-oscillator matrix also gives 0.60267. The static law fails for $k\ll1$ and is approached for $k\gg1$, but the entry at 0.5 does not mark an onset of agreement. The line consists of discrete levels, and $\langle|E|\rangle$ changes slope whenever one of them crosses $E=0$ as $k$ grows. The ratio therefore need not rise steadily between the listed points. The table covers a vibrational ground state, not a thermal one.

\section{Germanium cell with fluctuating edge lengths}

\subsection{Coupling and strain width}

The valence edge of germanium is a quartet with angular momentum $J=3/2$. Take a periodic cell at zero external stress with its angles held at $90^\circ$. Besides the volume change, two strains remain:
\begin{equation}
e_1=\frac{2\varepsilon_{zz}-\varepsilon_{xx}-\varepsilon_{yy}}{\sqrt6},
\qquad e_2=\frac{\varepsilon_{xx}-\varepsilon_{yy}}{\sqrt2}.
\end{equation}
At constant volume, $\varepsilon_{zz}=2e_1/\sqrt6$ and $\varepsilon_{xx},\varepsilon_{yy}=-e_1/\sqrt6\pm e_2/\sqrt2$. The strain Hamiltonian $-b\sum_i(J_i^2-J^2/3)\varepsilon_{ii}$, with deformation potential $b$, becomes
\begin{equation}
-b\left[\frac{3J_z^2-J^2}{\sqrt6}\,e_1+\frac{J_x^2-J_y^2}{\sqrt2}\,e_2\right].
\end{equation}
The operator $3J_z^2-J^2$ equals $+3$ for $m=\pm3/2$ and $-3$ for $m=\pm1/2$. The operator $J_x^2-J_y^2=(J_+^2+J_-^2)/2$ connects $m=3/2$ with $-1/2$, and $1/2$ with $-3/2$, each with element $\sqrt3$. Since $3/\sqrt6=\sqrt3/\sqrt2=\sqrt{3/2}$, the quartet separates into two copies of \eqref{eq:H} with $g=|b|\sqrt{3/2}$. The volume strain moves all four states together, with zero mean to first order.

Let $e_0=(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})/\sqrt3$. The sum of squared strains is $e_0^2+e_1^2+e_2^2$, and the sum of pair products is $\frac12(2e_0^2-e_1^2-e_2^2)$. The cubic elastic energy density is therefore
\begin{equation}
\tfrac12(C_{11}+2C_{12})e_0^2+\tfrac12(C_{11}-C_{12})(e_1^2+e_2^2).
\end{equation}
The Boltzmann factor for a cell of volume $V$ makes $e_1$ and $e_2$ independent Gaussians with
\begin{equation}
s^2=\frac{k_BT}{(C_{11}-C_{12})V},\qquad
\langle\Delta E\rangle=|b|\sqrt{\frac{3\pi}{4}}
\sqrt{\frac{k_BT}{(C_{11}-C_{12})V}} .
\end{equation}

\subsection{Numbers}

Rough typical parameters are $b=-2.5$ eV, $C_{11}=129$ GPa, $C_{12}=48$ GPa and a lattice constant of 0.566 nm. The cell has $V=11.6$ nm$^3$, so $(C_{11}-C_{12})V=9.40\times10^{-16}$ J $=5.87$ keV. At 300 K, with a spare digit in intermediate values,
\begin{align}
s&=\sqrt{0.02585/5870}=0.00210,\\
gs&=3.062\ \mathrm{eV}\times0.00210=6.43\ \mathrm{meV},\\
\langle\Delta E\rangle&=1.253\times6.43\ \mathrm{meV}
=8.1\ \mathrm{meV}=0.0081\ \mathrm{eV}.
\end{align}
These two strains give a standard deviation of 4.2 meV. The volume strain adds to the spread but, to first order, not to the mean. An upward valence shift narrows the gap if the conduction edge is held fixed. With these parameters fixed, the four-state formula gives 11 meV at 600 K, and 23 meV at 300 K for 64 atoms. It vanishes as $V^{-1/2}$, the leading power when this contribution is extrapolated to large cells. The split-off band, treated next, adds a correction that to leading order falls as $1/V$ and matters most in small cells; it raises the 11 meV to 12 meV and the 23 meV to 25 meV.

\subsection{Averaging the edge states}

Averaging all four edge states removes the linear term. One quadratic remainder comes from the split-off band, $\Delta=0.29$ eV below; other terms of the same order in $1/V$, such as the mean volume strain caused by elastic anharmonicity, are left out. For strain $e_1$ alone, the orbital strain energy is $ge_1$ for $m_L=\pm1$ and $-2ge_1$ for $m_L=0$. The states with $m=1/2$ are
\begin{align}
|J=\tfrac32\rangle&=\sqrt{\tfrac23}\,|0\!\uparrow\rangle+\sqrt{\tfrac13}\,|1\!\downarrow\rangle,\\
|J=\tfrac12\rangle&=\sqrt{\tfrac13}\,|0\!\uparrow\rangle-\sqrt{\tfrac23}\,|1\!\downarrow\rangle.
\end{align}
Their coupling is $\frac{\sqrt2}{3}(-2-1)ge_1=-\sqrt2\,ge_1$. It raises the two $m=\pm1/2$ states by $2(ge_1)^2/\Delta$; the $m=\pm3/2$ states have no split-off partner. The quartet mean rises by $(ge_1)^2/\Delta$.

Cyclic exchange of the cubic axes rotates $(e_1,e_2)$ by $120^\circ$. A quadratic form unchanged by that rotation is isotropic, so the general rise is $g^2(e_1^2+e_2^2)/\Delta$, with average $2(gs)^2/\Delta=0.28$ meV. Diagonalizing the six-band matrix also gives 0.28 meV; its top level rises by 8.3 meV.

\section{Comparison with real germanium}

The 8.1 meV is the static contribution of fluctuating edge lengths at fixed right angles, not the thermal gap change. Fluctuating cell angles also split the edge and are left out. They are not small: the three shear strains enter like the optical modes below, and with rough values $|d|\approx5$ eV for the shear deformation potential and $C_{44}\approx67$ GPa each couples at about 6 meV, which would raise the mean shift to about 13 meV. Near room temperature the gap of bulk germanium falls by roughly 0.4 meV/K. The slope of the edge-length contribution, $\langle\Delta E\rangle/2T=0.013$ meV/K, is about thirty times smaller and vanishes for a large crystal.

The three zone-centre optical modes also split the edge. Their relative sublattice displacements $u_x,u_y,u_z$ transform like $yz,zx,xy$, so to first order they enter as $D(u_x\Gamma_3+u_y\Gamma_4+u_z\Gamma_5)$ with
\begin{equation}
\Gamma_3=\frac{\{J_y,J_z\}}{\sqrt3},\quad
\Gamma_4=\frac{\{J_z,J_x\}}{\sqrt3},\quad
\Gamma_5=\frac{\{J_x,J_y\}}{\sqrt3},
\end{equation}
where $\{A,B\}=AB+BA$. The strain matrices are $\Gamma_1=J_z^2-\frac54$ and $\Gamma_2=(J_x^2-J_y^2)/\sqrt3$. In the order $m=\frac32,\frac12,-\frac12,-\frac32$, with $\tau$ acting on the two halves and $\sigma$ within each,
\begin{equation}
\Gamma_{1,\ldots,5}=\tau_z\sigma_z,\ \tau_x,\ \tau_z\sigma_y,\ \tau_z\sigma_x,\ \tau_y .
\end{equation}
Each squares to one and any two anticommute. All cross terms in the square of their sum cancel, which leaves
\begin{equation}
E_\pm=E_0\pm\sqrt{g^2(e_1^2+e_2^2)+D^2|u|^2}.
\end{equation}
For 256 primitive cells, each component has an oscillator mass of 256 times half the atomic mass. With a rough quantum of 37 meV, \eqref{eq:coth} gives an rms displacement of about $3\times10^{-4}$ nm, and the rough value $D=30$ eV/nm turns this into about 9 meV. The static average of the root over all five Gaussians is about 18 meV, against 8.1 meV for strain alone.

This 18 meV is the static average of the four-state model over these five modes, not a prediction for the real level. The optical coupling energy is only a quarter of the quantum, and the small-$k$ limit above, though found for a vibrational ground state, suggests that the static law overestimates the shift here too. For the three optical modes alone, thermally occupied at 300 K, the quantum line gives about two thirds of the static mean. The physical optical contribution is not determined here. Phonons of nonzero wavevector are also left out.

Biaxial strain in a germanium film on (001) silicon, with $z$ along the film normal, breaks the degeneracy. For a rough biaxial strain $\varepsilon_\parallel=0.2\%$, zero normal stress gives $\varepsilon_\perp=-(2C_{12}/C_{11})\varepsilon_\parallel$. This is a static $e_1$, hence a $\sigma_z$ term, with
\begin{equation}
S=|b|\,\varepsilon_\parallel(1+2C_{12}/C_{11})=8.7\ \mathrm{meV}.
\end{equation}
With cell size, temperature and fluctuations unchanged, the extra thermal shift in the four-state model falls from 8.1 to 2.7 meV for either sign of the strain. With the split-off band included it falls from 8.3 meV to 2.8 meV for tensile and 3.1 meV for compressive in-plane strain. Equation \eqref{eq:offset} would give 2.4 meV, since $S$ is not much larger than $gs$. A substrate also restrains the in-plane fluctuations, which is not included.

\section*{Numbers as computed}
\begin{verbatim}
GENERAL RESULTS (units of g*s unless stated)
mean upper eigenvalue, grid: 1.25331
mean upper eigenvalue, formula: 1.25331
same in units of g*R (R = total rms): 0.88623
standard deviation of upper eigenvalue: 0.6551
extra shift at built-in half-splitting 8: 0.06275
quadratic formula for it: 0.06250
oscillator <x^2> at kT = 1.3 hbar*w, grid: 1.3634 hbar/(m*w)
same from coth formula: 1.3635 hbar/(m*w)
QUANTUM LINE: k, mean |E| in hbar*w, ratio to static law
k =  0.02:   0.00160  0.0638
k =  0.10:   0.03884  0.3099
k =  0.50:   0.60267  0.9617
k =  2.00:   2.44859  0.9768
k = 12.00:  14.95584  0.9944
k = 0.5 by direct two-oscillator matrix: 0.60267 hbar*w
GERMANIUM CELL, rough typical parameters
b = -2.5 eV, spin-orbit splitting = 0.29 eV
C11 = 129 GPa, C12 = 48 GPa
lattice constant = 0.566 nm, T = 300 K
atoms in cell: 512, cell edge: 2.264 nm
cell volume: 11.60 nm^3
thermal energy kT: 25.85 meV
rms of each strain: 0.2099 percent
coupling per unit strain g: 3.062 eV
coupling energy g*s: 6.427 meV
mean upward edge shift: 8.055 meV = 0.008055 eV
standard deviation: 4.211 meV
shift at 150 K, same cell: 5.696 meV
shift at 600 K, same cell: 11.392 meV
shift at 300 K, 64 atoms: 22.784 meV
shift at 300 K, 4096 atoms: 2.848 meV
NEGLECTED EFFECTS, same cell at 300 K
top-level shift with split-off band: 8.331 meV
mean shift of four edge states: 0.2843 meV
quadratic formula for that mean: 0.2849 meV
optical quantum: 37 meV (rough)
optical coupling: 30 eV/nm (rough)
rms optical displacement per component: 3.145e-04 nm
optical coupling energy per component: 9.44 meV
mean shift, strain and optical modes: 17.72 meV
built-in biaxial strain: 0.2 percent (rough)
its half-splitting: 8.72 meV
extra thermal shift on top of it: 2.673 meV
shear sound speed used: 2759 m/s
quantum of shape motion: 2.52 meV
coupling energy / that quantum: 2.55
quantum change of the width: 0.040 percent
slope of shape shift: 0.0134 meV/K
size of ordinary gap slope: 0.4 meV/K (rough)
\end{verbatim}
